# Barrier heights from sampled migration paths: energies, forces and cubic interpolation

An atom hops between two equivalent sites. Along its path, of arc length \(L\), the energy is modelled by

\[
E(s)=E_b\sin^2\!\left(\frac{\pi s}{L}\right),\qquad 0\le s\le L,\qquad E_b=1\ \text{eV},\quad L=0.28\ \text{nm}.
\]

The energy is known only at the two end minima and at \(N\) interior configurations, called images, spaced evenly by \(h=L/(N+1)\). This is the kind of data that a nudged-elastic-band calculation supplies. Each image also has a tangential force \(F=-dE/ds\). Until part (e), energies and forces are taken as free of error and the images lie on the path. Throughout, an error is the true barrier minus the estimated one, so a positive error is an underestimate.

## (a) Reading the highest image

**Question.** For \(N=4\), find the energies and forces at the images. What is the error if the highest image is taken as the barrier?

**Answer.** The spacing is \(h=L/5=0.056\) nm. Differentiating the profile gives

\[
E'(s)=\frac{2\pi E_b}{L}\sin\frac{\pi s}{L}\cos\frac{\pi s}{L}
=\frac{\pi E_b}{L}\sin\frac{2\pi s}{L},\qquad F=-E'.
\]

| Image | \(s\) (nm) | \(E\) (eV) | \(F\) (eV/nm) |
|---|---:|---:|---:|
| 1 | 0.056 | 0.3455 | −10.671 |
| 2 | 0.112 | 0.9045 | −6.595 |
| 3 | 0.168 | 0.9045 | +6.595 |
| 4 | 0.224 | 0.3455 | +10.671 |

On the rising side the force points back to the initial site, hence its negative sign. Images 2 and 3 straddle the top, each at a distance \(h/2\) from it. Define

\[
u=\frac{\pi h}{2L}=\frac{\pi}{2(N+1)}.
\]

Here \(u=\pi/10\). Since \(\sin(\pi/2\pm u)=\cos u\), the highest sampled energy is \(E_b\cos^2u\), and the error is

\[
\Delta_{\rm direct}=E_b(1-\cos^2u)=E_b\sin^2u=95.5\ \text{meV}.
\]

The energies at the images are correct. The error arises because no image sits at the saddle point.

## (b) A cubic that uses the forces

**Question.** Between neighbouring images at \(a\) and \(b=a+h\), construct the cubic that matches both energies and both slopes. Find its midpoint value, and hence the estimated barrier for \(N=4\). Show that the interpolated curve is nowhere higher.

**Answer.** Let \(t=(s-a)/h\), and write \(d_a=E'(a)=-F_a\), \(d_b=E'(b)=-F_b\). Take

\[
H=A+Bt+Ct^2+Dt^3.
\]

The conditions at \(t=0\) give \(A=E_a\) and \(B=hd_a\); the factor \(h\) appears because \(dH/dt=h\,dH/ds\). With \(\delta E=E_b^{\rm img}-E_a\), where \(E_b^{\rm img}\) is the energy at image \(b\), the conditions at \(t=1\) are

\[
C+D=\delta E-hd_a,\qquad 2C+3D=h(d_b-d_a).
\]

Subtracting twice the first from the second gives \(D\), and then the first gives \(C\):

\[
D=h(d_a+d_b)-2\,\delta E,\qquad C=3\,\delta E-h(2d_a+d_b).
\]

At \(t=1/2\),

\[
\begin{aligned}
H_{\rm mid}&=E_a+\frac{hd_a}{2}+\frac{C}{4}+\frac{D}{8}\\
&=E_a+\delta E\left(\frac34-\frac14\right)
+hd_a\left(\frac12-\frac12+\frac18\right)
+hd_b\left(-\frac14+\frac18\right)\\
&=\frac{E_a+E_b^{\rm img}}2+\frac{h(d_a-d_b)}8
=\frac{E_a+E_b^{\rm img}}2+\frac{h(F_b-F_a)}8 .
\end{aligned}
\]

For the central pair the force term is

\[
\frac{0.056\times(6.595+6.595)}8\ \text{eV}=92.3\ \text{meV},
\]

so the estimated barrier is \(0.9045+0.0923=0.9968\) eV. The remaining error is \(3.16\) meV, about thirty times smaller than in part (a).

It remains to show that this value is the maximum. In the central interval \(\delta E=0\) and \(d_b=-d_a\), so \(D=0\) and \(C=-hd_a<0\). The central piece is a downward parabola, with its peak at \(t=1/2\).

For a piece on the rising side, let \(\sigma=\delta E/h\). Differentiating \(H\) and collecting terms gives

\[
\frac{dH}{ds}=d_a(1-t)^2+d_bt^2+2t(1-t)\,[3\sigma-d_a-d_b].
\]

The end slopes are not negative, so the piece rises if the bracket is positive. With \(\bar s=(a+b)/2\), the sum and difference formulas for sines and cosines give

\[
\sigma=\frac{E_b}{h}\sin\frac{2\pi\bar s}{L}\sin2u,\qquad
d_a+d_b=\frac{2\pi E_b}{L}\sin\frac{2\pi\bar s}{L}\cos2u .
\]

Because \(\pi h/L=2u\), the condition \(3\sigma>d_a+d_b\) becomes \(3\tan2u>4u\). This holds for \(0<2u<\pi/2\), where \(\tan2u>2u\). The outer pieces therefore rise towards the centre on the left and, by symmetry, fall away from it on the right.

## (c) Spacing, sign and parity

**Question.** Find how both errors depend on the spacing for even \(N\). Explain the sign of the cubic's error. What changes for odd \(N\)?

**Answer.** The central slopes are \(\pm(\pi E_b/L)\sin2u\). Their contribution to the midpoint is

\[
\frac h8\,\frac{2\pi E_b}{L}\sin2u=\frac{\pi h}{4L}E_b\sin2u=\frac u2E_b\sin2u.
\]

Subtracting this from the direct error gives

\[
\Delta_{\rm cubic}=E_b\left(\sin^2u-\frac u2\sin2u\right).
\]

For small \(u\),

\[
\sin^2u=u^2-\frac{u^4}{3}+\cdots,\qquad
\frac u2\sin2u=u^2-\frac{2u^4}{3}+\cdots,
\]

and therefore

\[
\Delta_{\rm direct}\simeq E_bu^2,\qquad
\Delta_{\rm cubic}\simeq\frac{E_bu^4}{3}.
\]

The forces cancel the quadratic drop between the saddle and its neighbours. What is left is fourth order in \(h\). For \(N=4\) the leading term is 3.25 meV, close to the full 3.16 meV.

| Even \(N\) | Direct error (meV) | Cubic error (meV) |
|---:|---:|---:|
| 2 | 250.0 | 23.3 |
| 4 | 95.5 | 3.16 |
| 6 | 49.5 | 0.83 |
| 8 | 30.2 | 0.31 |

The sign follows from the interpolation remainder. At a fixed \(s\) between \(a\) and \(b\), choose \(K\) so that

\[
G(z)=E(z)-H(z)-K(z-a)^2(z-b)^2
\]

vanishes at \(z=s\). It also vanishes at \(a\) and \(b\), where \(G'\) is zero too. By Rolle's theorem \(G'\) has two further zeros, one on each side of \(s\), making four in all. Three more applications give a point \(\xi\) in the interval where \(G^{(4)}(\xi)=0\). The fourth derivative of \(H\) is zero and that of \((z-a)^2(z-b)^2\) is 24, so \(K=E^{(4)}(\xi)/24\) and

\[
E(s)-H(s)=\frac{E^{(4)}(\xi)}{24}(s-a)^2(s-b)^2,\qquad
E^{(4)}(\xi)=-\frac{8\pi^4E_b}{L^4}\cos\frac{2\pi\xi}{L}.
\]

In the central interval for \(N=4\) the cosine is negative, so the cubic lies below the true curve. At the midpoint the squared factors give \(h^4/16\). The smallest and largest values of \(E^{(4)}\) in the interval then bound the error between 2.63 and 3.25 meV.

For odd \(N\) an image lies at \(L/2\), and the direct error is zero. The cubic error is zero as well, since the curve passes through that image with zero slope and the pieces beside it are monotonic. This is an accident of symmetry: going from four images to five removes the direct error entirely, while the cubic's largest deviation from the profile only falls from 3.16 to 1.33 meV. If the saddle's position is unknown, the nearest image can be up to \(h/2\) away, which is the even-\(N\) case. The direct errors above apply to a band without a climbing image; the climbing-image variant drives one image to the saddle and removes this sampling error.

## (d) How much is owed to the forces?

**Question.** A cubic spline can be drawn through the energies alone, with zero slope at the two end minima. Compare it with the force-based cubic for \(N=4\), first for the original profile and then after adding \(cE_b\sin^2(2\pi s/L)\) with \(c=\pm0.1\).

**Answer.** The spline obtains its slopes \(m_i\) by requiring a continuous second derivative. From \(C\) and \(D\) above, \(H''=2C/h^2\) at the left end of a piece and \((2C+6D)/h^2\) at the right end. Equating the two values at image \(i\) gives

\[
\frac{2m_{i-1}+4m_i}{h}-\frac{6(E_i-E_{i-1})}{h^2}
=\frac{6(E_{i+1}-E_i)}{h^2}-\frac{4m_i+2m_{i+1}}{h},
\]

or

\[
m_{i-1}+4m_i+m_{i+1}=\frac{3(E_{i+1}-E_{i-1})}{h}.
\]

For the original profile \(E_i=\tfrac12E_b(1-\cos i\theta)\), with \(\theta=2\pi h/L\). The right side is then \((3E_b/h)\sin\theta\sin i\theta\). Trying \(m_i=M\sin i\theta\), which vanishes at both ends as required, gives \(M(4+2\cos\theta)=(3E_b/h)\sin\theta\). The true slope has amplitude \(\pi E_b/L=E_b\theta/(2h)\), so the ratio of spline slope to true slope is

\[
R(\theta)=\frac{3\sin\theta}{\theta(2+\cos\theta)}.
\]

For \(\theta=2\pi/5\) this is 0.98. The spline recovers most of the 92.3 meV without any forces at the interior images, using only the zero slopes at the two minima, and its error is 4.70 meV. For this smooth profile, then, most of the improvement over the highest image comes from interpolating at all; relative to this spline the forces reduce the error from 4.70 to 3.16 meV. The spline's value depends on its end condition: zero second derivative at the ends gives −1.2 meV and a not-a-knot condition gives 6.3 meV.

The added term changes the shape but not the barrier. The slope becomes

\[
E'(s)=\frac{\pi E_b}{L}\sin\frac{2\pi s}{L}
\left(1+4c\cos\frac{2\pi s}{L}\right).
\]

For \(|c|<1/4\) the bracket stays positive, so the minima and the single maximum do not move, and the added energy is zero at all three. Negative \(c\) sharpens the peak; positive \(c\) broadens it. The errors below, in meV, use the maximum of each interpolant on a grid of 20,001 points.

| \(c\) | Highest image | Energy spline | Force cubic |
|---:|---:|---:|---:|
| −0.1 | 130.0 | 21.7 | 7.8 |
| 0 | 95.5 | 4.7 | 3.2 |
| +0.1 | 60.9 | −12.2 | −1.5 |

The added term has half the wavelength, so \(\theta\) doubles and \(R(4\pi/5)=0.59\). The spline captures only 59% of that term's slope, whereas the force-based cubic is given all of it. The forces therefore matter more for the two distorted profiles in the table, which have structure on the scale of the image spacing. This does not hold for every shape: the spline's two error contributions cancel near \(c=0.028\), where it happens to beat the force cubic's error of about 1.9 meV. The table also shows that the 3 meV error belongs to the sine-squared shape, and that a cubic can overestimate a sufficiently broad barrier; its error changes sign near \(c=0.068\).

## (e) Force errors and the hop rate

**Question.** Suppose each central slope is wrong by \(0.5\) eV/nm, with opposite signs. How far does the estimated barrier move? For an oxygen atom of mass 16 u at 400 K, what do the errors of parts (a) and (b) do to the classical hop rate?

**Answer.** If \(d_a\) rises by \(\delta F\) and \(d_b\) falls by \(\delta F\), the midpoint formula gives a shift

\[
\frac{h(2\,\delta F)}8=\frac{h\,\delta F}{4}
=\frac{0.056\times0.5}{4}\ \text{eV}=7.0\ \text{meV}.
\]

Reversing both signs lowers the barrier by the same amount. A force error of 0.5 eV/nm, which is 0.05 eV/Å, can thus outweigh the interpolation error. This is an assumed error in the slope along the path. It is not the same as a nudged-elastic-band convergence threshold, which limits the perpendicular and spring forces. Measured against the exact tangent, a perpendicular residual \(f\) leaves an image a distance \(f/k_\perp\) off the path and raises its energy by \(f^2/2k_\perp\), where \(k_\perp\) is the transverse stiffness. A band estimates its tangent from neighbouring images, so a single displaced image also tilts the tangent. With the residual on image 1 alone and the tangent pointing to its higher neighbour, the distance is \(f/(k_\perp+|F|/h)\), where \(|F|/h\approx190\) eV/nm². The slope along a straight path of constant \(k_\perp\) is unchanged to first order in the displacement, while on a curved path it changes. A spring residual instead leaves the images on the path but unevenly spaced, by an amount set by the spring constant \(k_s\). If the spacings grow by \(f/k_s\) per step towards the centre, with \(f=0.5\) eV/nm, the cubic's error becomes 3.4 meV for \(k_s=500\) eV/nm² and 53 meV for \(k_s=10\) eV/nm².

For the rate, the well curvature is \(k=E''(0)=2\pi^2E_b/L^2=251.8\) eV/nm². The attempt frequency is \(\nu=\sqrt{k/m}/2\pi=6.20\) THz. One-dimensional classical transition-state theory with a harmonic well divides the thermal forward flux at the top by the well's configurational weight:

\[
\Gamma=\frac{\sqrt{k_BT/2\pi m}\;e^{-E_b/k_BT}}{\sqrt{2\pi k_BT/k}}
=\nu e^{-E_b/k_BT}=1.56\ \text{s}^{-1},
\]

with \(k_BT=34.47\) meV. At fixed \(\nu\), underestimating the barrier by \(\Delta\) multiplies the rate by \(e^{\Delta/k_BT}\). The highest image gives \(e^{95.49/34.47}=16.0\), whereas the force-based cubic gives \(e^{3.16/34.47}=1.10\). With \(\nu\) known exactly, the rate error falls from a factor of sixteen to ten per cent. If \(\nu\) is instead read from the same cubic, its well curvature \(2C/h^2=280\) eV/nm² is too large and the factor becomes 1.16.

## (f) What the model leaves out

**Question.** Estimate the effect of quantum motion along the path, and of a 1 MV/cm field that assists the hop of a vacancy with charge \(+2e\). Compare the model with a real oxide.

**Answer.** Let \(x=\hbar\sqrt{k/m}/k_BT=25.65/34.47\). Replacing the classical well partition function \(1/x\) by the quantum one, \(1/[2\sinh(x/2)]\), multiplies the rate by \(\sinh(x/2)/(x/2)=1.023\). The top has the same curvature with opposite sign. For a parabolic barrier the Schrödinger equation gives the transmission \(1/(1+e^{-2\pi y})\), where \(y\) is the energy above the top in units of \(\hbar\sqrt{k/m}\). Its thermal average converges only for \(x<2\pi\), here above about 47 K. With \(z=e^{-2\pi y}\) it is

\[
\int_{-\infty}^{\infty}\frac{xe^{-xy}\,dy}{1+e^{-2\pi y}}
=\frac{x}{2\pi}\int_0^\infty\frac{z^{x/2\pi-1}}{1+z}\,dz
=\frac{x/2}{\sin(x/2)}=1.023 .
\]

Together the factors give 1.047, equivalent to lowering the barrier by \(k_BT\ln1.047=1.6\) meV. This is about half the cubic's error.

Take the path to be straight and the field parallel to it; otherwise only the displacement projected on the field would count. The field then adds \(-gs\) to the energy, with \(s\) measured along the vacancy's motion and \(g=2\times0.1=0.2\) eV/nm. Near the minimum, \(ks^2/2-gs\) has the lowest value \(-g^2/2k\). Near the top, with \(r=s-L/2\), the energy \(E_b-kr^2/2-g(L/2+r)\) has the highest value \(E_b-gL/2+g^2/2k\). The difference gives a lowering

\[
\frac{gL}{2}-\frac{g^2}{k}=27.8\ \text{meV},
\]

which speeds the assisted hop by \(e^{27.8/34.47}\approx2.2\).

The parameters are rounded to the rough scale of an oxygen-vacancy hop in rutile TiO₂, an oxide used in resistive switching; they are not a computed TiO₂ path. In the real crystal the barrier depends on the hop direction and on the vacancy's charge state, and the profile need not be symmetric. A switching device also breaks the zero-field assumption: at 1 MV/cm the shift is already about nine times the cubic's error. That field is of the order of the breakdown field of a high-permittivity oxide such as rutile, so it lies near the top of the usable range. Joule heating can also take a switching filament well above 400 K; at 800 K the rate factors of part (e) would fall from 16.0 and 1.10 to 4.0 and 1.05. The field lowering uses the formal charge and the macroscopic field; local-field corrections, which need not be small in a high-permittivity oxide, are not included, nor are transverse vibrations and the error of the electronic-structure method. On a curved path even a converged band lies slightly off the path and uses chord lengths and estimated tangents: for the same profile on a circular arc turning through 60° with \(k_\perp=250\) eV/nm², the four-image cubic error is 1.9 meV rather than 3.2 meV. A 3 meV interpolation error says how well the sampled energy curve has been read, not how accurately that curve describes the material.
